Electron Berry phase and the emergent flux quantum of a skyrmion, part 1

(Sections cited here and not found follow in the second part.)

## 1. The situation

A conduction electron crosses a thin magnetic film. Far from any disturbance the magnetization points up everywhere. In the electron's way lies a skyrmion, a spot in which the magnetization points down at the centre and turns smoothly to up at the rim, passing through every direction in between. Exchange with the magnetization favours one orientation of the electron's spin. If the electron is slow enough, its spin turns along with the local direction during the crossing, and behind the skyrmion it points the same way as before.

The spin seems to have returned unchanged, yet its quantum state has acquired a phase that depends on the path. A path-dependent phase is also what a magnetic field gives to a charged particle. We ask which magnetic field would act on the orbital motion in the same way, and how much flux of it one skyrmion contains.

## 2. Model and conventions

The algebra is in atomic units, ħ = e = 1, where e is the positive elementary charge. The electron has charge −1, and its mass is kept as m. In these units h/e = 2π. The Hamiltonian is

H = p²/2m − J n(x,y)·σ,  J > 0,

where σ stands for the three Pauli matrices and n is a smooth unit vector that does not depend on time. Spin-orbit coupling, impurities and the forces between electrons are left out.

The vector n is the direction of the electron spin in the band of lower energy. The magnetic moment of an electron is opposite to its spin. A reader who describes the texture by the moment direction −n must therefore watch one sign, which is taken up in section 9.

We write

n = (sin θ cos φ, sin θ sin φ, cos θ),

where θ and φ are functions of position. The matrix to be diagonalized at each point is

n·σ = [[cos θ, sin θ e^(−iφ)], [sin θ e^(iφ), −cos θ]].

With the abbreviations c = cos(θ/2) and s = sin(θ/2), its eigenvectors are

χ = (c, e^(iφ) s),  n·σ χ = +χ,  energy −J,
η = (s, −e^(iφ) c),  n·σ η = −η,  energy +J.

To check the first, the upper component of n·σ χ is cos θ cos(θ/2) + sin θ sin(θ/2) = cos(θ − θ/2) = c. The lower one is e^(iφ)[sin θ cos(θ/2) − cos θ sin(θ/2)] = e^(iφ) s. The two states are orthogonal, since ⟨η|χ⟩ = sc − cs = 0. The bands are separated by 2J.

## 3. Two overlaps that carry all the geometry

Let ∂ be a derivative with respect to x, to y or to time. Since ∂c = −½ s ∂θ and ∂s = ½ c ∂θ,

∂χ = (−½ s ∂θ, e^(iφ)[i s ∂φ + ½ c ∂θ]).

The overlap with χ itself is

⟨χ|∂χ⟩ = −½ cs ∂θ + i s² ∂φ + ½ cs ∂θ = i s² ∂φ.

It is purely imaginary, as it must be for a state of constant norm. We define the real vector

a = i⟨χ|∇χ⟩ = −s² ∇φ = −½(1 − cos θ) ∇φ,

which is called the Berry connection.

The overlap with the other spin state is

⟨η|∂χ⟩ = −½ s² ∂θ − c[i s ∂φ + ½ c ∂θ] = −½[∂θ + i sin θ ∂φ],

where s² + c² = 1 and 2sc = sin θ were used. Its squared modulus is

|⟨η|∂χ⟩|² = ¼[(∂θ)² + sin²θ (∂φ)²] = ¼|∂n|².

The last step holds because a change of n consists of a part ∂θ along a meridian and a part sin θ ∂φ along a circle of latitude, and these are perpendicular.

The first overlap will give the phase. The second measures how strongly a turning texture pushes the spin into the wrong band.

## 4. The phase of a spin carried along a path

Consider first an electron that is taken along a prescribed path r(t). Its spin then sees a direction n(t) that changes with time, and

i ∂Ψ/∂t = −J n(t)·σ Ψ.

We expand Ψ = e^(iJt)[F χ + G η]. The factor e^(iJt) is the ordinary dynamical phase of a state with energy −J. Taking the overlap of the equation with χ, and then with η, gives

dF/dt = −F⟨χ|dχ/dt⟩ − G⟨χ|dη/dt⟩,
2J G = i F⟨η|dχ/dt⟩ + i dG/dt + i G⟨η|dη/dt⟩.

In the second line one J comes from the energy +J of η and the other from the factor e^(iJt) that was split off.

**Leading order.** If n turns slowly compared with the frequency 2J, then G is small. Dropping it from the first equation leaves

dF/dt = −F⟨χ|dχ/dt⟩ = i F (a · dr/dt),

because −⟨χ|dχ/dt⟩ = i × i⟨χ|dχ/dt⟩. The solution is F = e^(iγ), and for a closed path

γ = ∮ a·dr = −½ ∮ (1 − cos θ) dφ.

This is the adiabatic Berry phase. The time taken has dropped out, and the path alone matters.

**Size of the wrong-spin part.** Suppose that n turns smoothly, and that both its rate of turning and the rate at which the direction of turning changes are small compared with 2J. Apart from a possible oscillating part, G then changes slowly, and the last two terms of the second equation are small beside the first. Hence

G ≈ iF⟨η|dχ/dt⟩ / 2J,  |G|² ≈ (|dn/dt| / 4J)².

For an electron of speed v, with ħ restored, this part is small if

ħ v |∂n| / 4J ≪ 1,

where ∂n is the derivative along the path. Fast electrons, sharp textures and weak exchange all work against this. The inequality alone is not sufficient, because the direction of turning must also change slowly. On a very small circle round the core of a skyrmion, n stays close to a pole and |∂n| is modest, but n circles the pole at the rate v/r. If ħv/r comes near 2J, repeated circuits in one sense can turn the spin over, as in magnetic resonance.

**First correction to the phase.** Put this G back into the equation for F. Since ⟨χ|η⟩ = 0 at all times, ⟨χ|dη/dt⟩ = −⟨η|dχ/dt⟩*. The additional term is

−G⟨χ|dη/dt⟩ = (iF/2J) |⟨η|dχ/dt⟩|² = iF |dn/dt|²/8J.

The phase therefore grows at the extra rate |dn/dt|²/8J. Take a circle on which θ is constant and φ advances at the rate ω. Then |dn/dt|² = ω² sin²θ, the circuit lasts 2π/ω, and the extra phase is

δ = (2π/ω)(ω² sin²θ/8J) = π ħω sin²θ / 4J,

with ħ restored. It vanishes in proportion to the speed, while γ stays. A spin that starts precisely in χ also has a small oscillating part in G. Its effect on the phase is of order |G|² and does not build up during the circuit, so it is smaller than δ for slow motion.

## 5. The phase is minus half a solid angle

While the electron goes round its loop, the tip of n draws a closed curve on the unit sphere. Consider the narrow sector of the sphere between azimuths φ and φ + dφ, from the north pole down to the curve. Its area is

dφ ∫₀^θ sin θ′ dθ′ = (1 − cos θ) dφ.

Summed over the curve this is the solid angle Ω on the side of the north pole, counted positive when φ increases. Hence

γ = −Ω/2.

One could equally take the region on the other side of the curve. Its area is 4π − Ω and its sense of circulation is reversed, so Ω is replaced by Ω − 4π and γ changes by 2π. The factor e^(iγ) is the same.

The phase of χ was also a choice. If χ is replaced by e^(if)χ, with f real, then

a → i⟨χ|∇χ⟩ + i(i∇f) = a − ∇f.

Round a closed loop ∇f integrates to a multiple of 2π, since e^(if) must return to its value. Again e^(iγ) is unchanged. The connection a depends on convention, as a vector potential does, and its loop phase modulo 2π does not.

## 6. The curl of the connection

Where χ is smooth, a loop integral can be turned into an area integral of

b = ∂ₓa_y − ∂_y aₓ.

Differentiating a = −½(1 − cos θ)∇φ gives

∂ₓa_y = −½ sin θ ∂ₓθ ∂_yφ − ½(1 − cos θ) ∂ₓ∂_yφ,
∂_y aₓ = −½ sin θ ∂_yθ ∂ₓφ − ½(1 − cos θ) ∂_y∂ₓφ.

The terms with second derivatives cancel in the difference:

b = −½ sin θ (∂ₓθ ∂_yφ − ∂_yθ ∂ₓφ).

This can be written without angles. Let e_θ and e_φ be the unit vectors on the sphere along growing θ and growing φ. Then ∂n = e_θ ∂θ + e_φ sin θ ∂φ and e_θ × e_φ = n. The cross product of the two derivatives is

∂ₓn × ∂_yn = n sin θ (∂ₓθ ∂_yφ − ∂_yθ ∂ₓφ).

Comparison gives

b = −½ n·(∂ₓn × ∂_yn).

The triple product is the signed solid angle covered by n per unit area of the film. The formula contains no trace of the phase chosen for χ. It also shows that b vanishes when n varies along one direction alone, as in a straight domain wall or a plain spiral. The texture must turn in two independent ways.

## 7. The orbital motion feels this curl

So far the path was prescribed. In the actual problem the electron has a wave function, and the kinetic energy acts on the spin state as well. Let the full state be χ(r)ψ(r), with ψ an ordinary scalar function. By completeness of χ and η,

∂ᵢχ = χ⟨χ|∂ᵢχ⟩ + η⟨η|∂ᵢχ⟩ = −i aᵢ χ + gᵢ η,  gᵢ = ⟨η|∂ᵢχ⟩.

The momentum pᵢ = −i∂ᵢ therefore gives

pᵢ(χψ) = χ(pᵢ − aᵢ)ψ − i gᵢ η ψ.

We apply pᵢ again and take the overlap with χ. The first term, by the same rule, yields (pᵢ − aᵢ)²ψ. In the second the derivative must fall on η, because ⟨χ|η⟩ = 0:

⟨χ|pᵢ(−i gᵢ η ψ)⟩ = −⟨χ|∂ᵢη⟩ gᵢ ψ = +gᵢ* gᵢ ψ = ¼|∂ᵢn|² ψ.

Summing over directions and dividing by 2m, we obtain the Hamiltonian of the lower band,

H_low = (p − a)²/2m + (1/8m) Σᵢ|∂ᵢn|² − J.

The second term is a scalar potential, the kinetic cost of a spin state that varies in space. The approximation consists in dropping the coupling to η. It is governed by the small ratio found in section 4. To second order, the dropped coupling lowers the energy by about (ħv|∂n|)²/8J, with ∂n taken along the motion. This is the energy behind the extra phase rate of section 4. For motion along the direction in which n turns, it is mv²/J times the scalar potential. The scalar potential is therefore the leading energy correction only for slow electrons, with mv² ≪ J.

A particle of charge −1 in a magnetic field has kinetic energy (p + A)²/2m. Thus A = −a, and the emergent field along z is B = −b. With ħ and e restored,

B = (ħ/2e) n·(∂ₓn × ∂_yn).

The force follows from commutators. With πᵢ = pᵢ − aᵢ one has [πₓ, π_y] = −[pₓ, a_y] + [p_y, aₓ] = i b. The velocity is v = π/m, and

m dvₓ/dt = i[π_y²/2m, πₓ] = ½(v_y b + b v_y),

apart from the gradient of the scalar potential. This is the x component of the Lorentz force −v × B, with B = −b. An electron is deflected sideways, although no external magnetic field has been applied.

For the upper band the connection is i⟨η|∇η⟩ = −c²∇φ = −½(1 + cos θ)∇φ. The sign of cos θ is reversed, so the curl is +½ n·(∂ₓn × ∂_yn). The upper band feels the opposite field.

# Second half: the flux of one skyrmion

## 8. Symbols and results carried over

The lower-band spin points along the unit vector n(x,y), with polar angle θ and azimuth φ. The exchange energy is J and the band separation is 2J. In atomic units the first half gave

a = −½(1 − cos θ)∇φ,
b = ∂ₓa_y − ∂_y aₓ = −½ n·(∂ₓn × ∂_yn),
γ = ∮ a·dr = −Ω/2 (modulo 2π),
H_low = (p − a)²/2m + (1/8m) Σᵢ|∂ᵢn|² − J,
B = −b, or B = (ħ/2e) n·(∂ₓn × ∂_yn) with units restored.

Here Ω is the solid angle drawn by n along the loop. When n turns slowly and smoothly in the sense of section 4, the wrong-spin probability is about (ħv|∂n|/4J)², which must be small.

## 9. Total flux and topological charge

Define the topological charge

Q = (1/4π) ∫ n·(∂ₓn × ∂_yn) dx dy.

It counts how many times the texture covers the unit sphere, with sign, because the full sphere has area 4π. The emergent flux is

Φ = ∫ B dx dy = (ħ/2e)(4πQ) = (2πħ/e) Q = Q h/e.

The factor ½ in B comes from the spin ½ of the electron. It turns the solid angle 4π into 2π.

**Why Q is an integer.** Let n be uniform outside some large circle. Divide the disc inside into cells so small that χ can be chosen smoothly in each. For every cell, the area integral of b equals the loop phase modulo 2π. The loop phase factor does not depend on how the phase of χ is chosen (section 5), so χ may now be fixed once along every edge, the same for both neighbouring cells. When the phase factors of all cells are multiplied, the contributions of shared edges cancel, and the outer circle remains:

exp(i ∫ b dx dy) = exp(iγ_outer) = 1.

The last equality holds because n, being constant there, draws no curve. So ∫ b dx dy = −2πQ is a multiple of 2π, and Q is an integer. If n is not uniform on the boundary, this argument gives no integer, and a fraction of a quantum is possible.

**Why the shape does not matter.** Change n by a small δn, which is perpendicular to n. Then

δ[n·(∂ₓn × ∂_yn)] = ∂ₓ[n·(δn × ∂_yn)] + ∂_y[n·(∂ₓn × δn)].

To verify this, expand the right side. The products ∂ₓn·(δn × ∂_yn) and ∂_yn·(∂ₓn × δn) vanish, because all three vectors lie in the plane perpendicular to n. The two terms containing ∂ₓ∂_yn cancel. What remains is n·(∂ₓδn × ∂_yn) + n·(∂ₓn × ∂_yδn). The left side contains these and δn·(∂ₓn × ∂_yn), which is zero for the same reason as before. The change of Q is thus a boundary integral, and it vanishes if δn does so far away. A smooth deformation of the skyrmion redistributes the flux and keeps its total.

**The sign.** Replacing n by the moment direction −n reverses the triple product, and with it the sign of Q. The field acting on the electron is of course the same. In terms of the moment the law reads Φ = −Q h/e. The magnitude h/e for |Q| = 1 does not depend on this choice.

An electron whose spin follows the texture feels an emergent magnetic field with total flux Φ = Q h/e, where Q is an integer if n is uniform far away. It remains to find Q for a round skyrmion, to see where the flux appears in loop integrals and ring levels, and to test the results and their limits on a numerical example.
